# One-photon exchange in the 1s² state: two derivations

## Two electrons near a strong charge

In a heavy ion stripped down to two electrons, both occupy the 1s shell, at a distance of order $1/Z$ bohr from the nucleus. The nucleus binds each with an energy of order $Z^2$ hartree, while their mutual repulsion is of order $Z$. The repulsion is therefore a perturbation. The electrons, however, move at speeds of order $Z\alpha$ times that of light, so their interaction includes magnetism and, in principle, the finite travel time of the photon between them. How large is the interaction energy when one photon is exchanged, and what does the travel time contribute?

The answer to be derived is

$$E_1=Z\left[\frac58+\left(1-\frac34\ln2\right)(Z\alpha)^2+O\big((Z\alpha)^4\big)\right]\ \text{hartree}.\tag{1}$$

The nucleus is a fixed point charge with $Z\alpha<1$. Self-energy, vacuum polarization and the exchange of two or more photons are left out. Atomic units are used, so $c=1/\alpha$.

## The interaction and its retardation

In Coulomb gauge, the electrons repel through the instantaneous $1/r_{12}$ and couple to transverse photons. An electron has charge $-1$, so its Dirac Hamiltonian contains $c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$, and the coupling is $+\boldsymbol\alpha\cdot\mathbf A$. In a volume $V$, a mode of frequency $\omega_k=ck$ enters $\mathbf A$ with amplitude $\sqrt{2\pi c^2/(V\omega_k)}$.

Let electron 1 go from orbital $a$ to $c'$ and electron 2 from $b$ to $d'$, with total energy conserved, and put $\omega=\varepsilon_a-\varepsilon_{c'}=\varepsilon_{d'}-\varepsilon_b$. Either electron may emit the photon. The two energy denominators of second-order perturbation theory add to

$$\frac1{\omega-\omega_k}+\frac1{-\omega-\omega_k}=-\frac{2\omega_k}{\omega_k^2-\omega^2}.$$

Multiplying by the squared amplitude and summing over modes and polarizations gives the transverse interaction

$$V_T=-\sum_{ij}\alpha_{1i}\alpha_{2j}\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{4\pi\,(\delta_{ij}-\hat k_i\hat k_j)}{k^2-\omega^2/c^2}\,e^{i\mathbf k\cdot\mathbf r_{12}}.\tag{2}$$

In this gauge, retardation is the term $\omega^2/c^2$. For the determinant built from the 1s orbitals $\uparrow$ and $\downarrow$,

$$E_1=\langle\uparrow\downarrow|V|\uparrow\downarrow\rangle-\langle\downarrow\uparrow|V|\uparrow\downarrow\rangle,\qquad V=\frac1{r_{12}}+V_T .$$

In the direct term each electron keeps its orbital, so $\omega=0$. In the exchange term $\omega=\pm(\varepsilon_\uparrow-\varepsilon_\downarrow)$, which also vanishes, because a spherical potential gives both spin states the same energy. Hence retardation drops out of this diagram for every $Z\alpha<1$, not just at the order shown in (1).

The term $\hat k_i\hat k_j$ drops out as well. It contains the longitudinal part $\mathbf k\cdot\mathbf j(\mathbf k)$ of the transition current, the Fourier transform of $\nabla\cdot\mathbf j$ up to a factor. Charge conservation makes $\nabla\cdot\mathbf j$ proportional to the energy difference of the two orbitals, here zero. What remains of (2) is the transform of $4\pi/k^2$, so that

$$V\to\frac{1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}.\tag{3}$$

The situation changes if the electrons occupy shells of different energy. The exchange term then has $\omega\sim Z^2$, and over a distance $1/Z$ the phase $\omega r/c$ is of order $Z\alpha$. Three things follow. First, $\nabla\cdot\mathbf j$ is now of order $(\omega/c)$ times the transition density, so the term $\hat k_i\hat k_j$ survives. Its size is $(\omega/c)^2\,r\sim Z(Z\alpha)^2$, the order shown in (1), and (3) can no longer be used. In Feynman gauge the same contribution appears as retardation of the scalar term. Second, (2) has a pole at $k=|\omega|/c$, and the level shift is the principal value. In it, $\omega^2/c^2$ changes the transverse exchange term by a relative amount of order $(Z\alpha)^2$. This lies beyond the order shown in (1), but it must be kept when the diagram is evaluated without expansion in $Z\alpha$. Third, the pole itself gives an imaginary part, a contribution to the radiative width. For a dipole-allowed pair such as 1s and 2p it is of order $Z(Z\alpha)^3$, only one power of $Z\alpha$ below the magnetic term.

## The radial Dirac equations

Write the 1s spinor with a two-component spin vector $\chi$ and $\mathbf n=\mathbf r/r$ as

$$\phi=\frac1{\sqrt{4\pi}}\begin{pmatrix}g(r)\,\chi\\ i f(r)\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix}.$$

Since $\boldsymbol\sigma\cdot\mathbf p\,(if\,\boldsymbol\sigma\cdot\mathbf n\chi)=(f'+2f/r)\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\boldsymbol\sigma\cdot\mathbf n\chi$, the Dirac equation with total energy $W=c^2+\varepsilon$ becomes

$$c\left(f'+\frac{2f}{r}\right)=\left(\varepsilon+\frac Zr\right)g,\qquad
-cg'=\left(2c^2+\varepsilon+\frac Zr\right)f.\tag{4}$$

The spin vector has disappeared, which confirms the degeneracy used above.

## First derivation: complete orbitals, expansion last

**Orbital.** Try $g\propto r^{\gamma-1}e^{-\lambda r}$ and $f=tg$ with constant $t$. Matching the $1/r$ terms in (4) gives

$$ct(\gamma+1)=Z,\qquad c(1-\gamma)=tZ .$$

Eliminating $t$ yields $1-\gamma^2=(Z\alpha)^2$, and dividing the equations yields $t^2=(1-\gamma)/(1+\gamma)$. The constant terms are $\varepsilon=-ct\lambda$ and $c\lambda=t(2c^2+\varepsilon)$. Together they give $\lambda=2ct/(1+t^2)$. As $1+t^2=2/(1+\gamma)$, this is $\lambda=ct(1+\gamma)=Z$. Then $W=c^2-ctZ=\gamma c^2$. The normalized radial density $p=r^2(g^2+f^2)$ is

$$p(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr}.$$

**Densities and currents.** Because $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the transition density is $\phi_a^\dagger\phi_b=\delta_{ab}\,p/(4\pi r^2)$. The Coulomb exchange term is therefore zero. For the current, $\sigma_i\sigma_j-\sigma_j\sigma_i=2i\epsilon_{ijk}\sigma_k$ gives

$$\phi_a^\dagger\boldsymbol\alpha\phi_b=\frac{itg^2}{4\pi}\,[2i\,\mathbf n\times\boldsymbol\sigma]_{ab}
=\frac{2tg^2}{4\pi}[\boldsymbol\sigma\times\mathbf n]_{ab}
=Z\alpha\,\frac{p}{4\pi r^2}[\boldsymbol\sigma\times\mathbf n]_{ab}.\tag{5}$$

The last step uses $g^2=p/[r^2(1+t^2)]$ and $2t/(1+t^2)=Z\alpha$. The current circles the spin axis, and its divergence vanishes: $\mathbf n\cdot(\boldsymbol\sigma\times\mathbf n)=0$ and $\nabla\times\mathbf n=0$.

**Angular integration.** Let $r_<$ and $r_>$ be the smaller and larger of $r_1,r_2$. In the expansion $1/r_{12}=\sum_l (r_<^l/r_>^{l+1})P_l(\mathbf n_1\cdot\mathbf n_2)$, the spherical densities select $l=0$, so the Coulomb energy is $E_C=\langle1/r_>\rangle$, averaged over $p(r_1)p(r_2)$. For the magnetic energy $E_M$ we need

$$(\boldsymbol\sigma_1\times\mathbf n_1)\cdot(\boldsymbol\sigma_2\times\mathbf n_2)
=(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)(\mathbf n_1\cdot\mathbf n_2)-(\boldsymbol\sigma_1\cdot\mathbf n_2)(\mathbf n_1\cdot\boldsymbol\sigma_2).$$

By rotational symmetry, the average of $n_{1i}n_{2j}/r_{12}$ is $\delta_{ij}/3$ times that of $\mathbf n_1\cdot\mathbf n_2/r_{12}$, which equals $r_</(3r_>^2)$. The second term thus removes one third of the first. The determinant has a spin-singlet structure with $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$: the direct term supplies $-1$ and the exchange term $-2$. With the minus sign in (3),

$$E_M=-(Z\alpha)^2\cdot\frac23\cdot(-3)\cdot\frac13\left\langle\frac{r_<}{r_>^2}\right\rangle
=\frac23(Z\alpha)^2\left\langle\frac{r_<}{r_>^2}\right\rangle.\tag{6}$$

**Radial integrals.** Put $x=2Zr$, $a=2\gamma$, and define

$$A(m,n)=\int_0^\infty dx\,x^{m-1}e^{-x}\int_0^x dy\,y^{n-1}e^{-y}.$$

Counting both orderings of the electrons,

$$\left\langle\frac1{r_>}\right\rangle=\frac{4Z\,A(a,a+1)}{\Gamma(a+1)^2},\qquad
\left\langle\frac{r_<}{r_>^2}\right\rangle=\frac{4Z\,A(a-1,a+2)}{\Gamma(a+1)^2}.$$

Partial integration of the inner and of the outer integral gives

$$A(m,n+1)=nA(m,n)-\frac{\Gamma(m+n)}{2^{m+n}},\qquad
A(m+1,n)=mA(m,n)+\frac{\Gamma(m+n)}{2^{m+n}},$$

and symmetry gives $A(a,a)=\Gamma(a)^2/2$. With $D=\Gamma(2a)/2^{2a}$, the first relation yields

$$A(a,a+1)=\frac a2\Gamma(a)^2-D.$$

Applying it again, with $\Gamma(2a+1)/2^{2a+1}=aD$, and then lowering the first argument by the second relation,

$$A(a,a+2)=(a+1)\left[\frac a2\Gamma(a)^2-D\right]-aD,$$

$$A(a-1,a+2)=\frac{A(a,a+2)-aD}{a-1}
=\frac{\tfrac12a(a+1)\Gamma(a)^2-(3a+1)D}{a-1}.$$

Now define

$$T=\frac{2aD}{\Gamma(a+1)^2}=\frac{\Gamma(4\gamma+1)}{2^{4\gamma}\,\Gamma(2\gamma+1)^2}.$$

Since $\Gamma(a+1)=a\Gamma(a)$, the two parts of the energy are

$$E_C=\frac Z\gamma(1-T),\qquad
E_M=\frac{2Z(Z\alpha)^2}{3}\,\frac{(2\gamma+1)-(6\gamma+1)T}{\gamma(2\gamma-1)}.\tag{7}$$

At $\gamma=1/2$ one has $T=1/2$. The numerator of $E_M$ then vanishes with its denominator, and the value there is the limit.

**Expansion.** At $\gamma=1$, $T=4!/(16\cdot 2!^2)=3/8$, so $E_C=5Z/8$. For the slope, let $\psi$ be the logarithmic derivative of $\Gamma$. From $\psi(n+1)=\psi(n)+1/n$,

$$\frac1T\frac{dT}{da}\bigg|_{a=2}=2[\psi(5)-\psi(3)]-2\ln2=\frac76-2\ln2 .$$

As $a=2\gamma$, this means $dT/d\gamma=\frac34(\frac76-2\ln2)=\frac78-\frac32\ln2$. Therefore

$$\frac1Z\frac{dE_C}{d\gamma}\bigg|_{1}=-(1-T)-\frac{dT}{d\gamma}=-\frac32(1-\ln2).$$

With $\gamma-1=-\frac12(Z\alpha)^2+\dots$, the Coulomb energy gains $\frac34(1-\ln2)Z(Z\alpha)^2$. In $E_M$ the factor $(Z\alpha)^2$ is already present, and at $\gamma=1$ the fraction in (7) is $3-\frac{21}8=\frac38$. Hence $E_M=\frac14Z(Z\alpha)^2$. The sum is (1).

**The opposite limit.** Equation (7) can also be followed to $Z\alpha\to1$, where $\gamma\to0$. There $T=1-4\gamma\ln2+O(\gamma^2)$, so $E_C\to4Z\ln2$ and $E_M\to\frac83Z(1-\ln2)$. The total is $Z(\frac83+\frac43\ln2)\approx3.59Z$, whereas the two terms of (1) would give about $1.11Z$. The one-photon energy $E_1$ for a point nucleus thus stays finite in this limit, but the two-term expansion gives less than a third of it.

## Second derivation: expansion first

The coefficient can be found without the complete orbital. Start from the nonrelativistic density $\rho=(Z^3/\pi)e^{-2Zr}$ and correct it to relative order $\alpha^2$.

**Change of the density.** Let $q=f/g$. Equations (4) give

$$q'=-\frac{2q}r+\alpha\left(\varepsilon+\frac Zr\right)+q^2\left[\frac2\alpha+\alpha\left(\varepsilon+\frac Zr\right)\right].$$

At lowest order $q=\alpha Z/2$ and $\varepsilon=-Z^2/2$. Set $q=\alpha Z/2+\alpha^3q_3$ and $\varepsilon=-Z^2/2+\alpha^2\varepsilon_4$. The terms of order $\alpha^3$ are

$$q_3'=\left(2Z-\frac2r\right)q_3+\varepsilon_4-\frac{Z^4}8+\frac{Z^3}{4r}.$$

The constant solution $q_3=Z^3/8$ removes the $1/r$ terms and fixes $\varepsilon_4=-Z^4/8$. The homogeneous solution $e^{2Zr}/r^2$ is inadmissible. The second equation of (4) now gives

$$\frac{g'}g=-\frac{2q}\alpha-\alpha\left(\varepsilon+\frac Zr\right)q
=-Z-\frac{(Z\alpha)^2}{2r}.$$

The constant terms of order $\alpha^2$ have cancelled. Thus $g^2$ acquires the factor $1-(Z\alpha)^2\ln r$. The factor $1+q^2$ is constant at this order and is absorbed by normalization. With $p_0=4\pi r^2\rho$,

$$p=p_0\left\{1-(Z\alpha)^2\left[\ln r-\langle\ln r\rangle_0\right]\right\},\tag{8}$$

where $\langle\cdot\rangle_0$ is the average over $p_0$. Density moves inward, so the repulsion must rise.

**Coulomb part.** In the field of the unperturbed cloud, an electron has potential energy

$$v(r)=\frac1r-e^{-2Zr}\left(Z+\frac1r\right),\qquad \langle v\rangle_0=\frac58Z .$$

Both densities change, hence

$$\delta E_C=2\int\delta p\,v\,dr=-2(Z\alpha)^2\left[\langle v\ln r\rangle_0-\langle v\rangle_0\langle\ln r\rangle_0\right].$$

The bracket is unaffected if $\ln r$ is replaced by $\ln x$ with $x=2Zr$. In this variable $p_0\,dr=\frac12x^2e^{-x}dx$ and $v=2Z[1/x-e^{-x}(1/x+1/2)]$. The integrals follow from

$$\int_0^\infty x^ne^{-sx}\ln x\,dx=\frac{n!}{s^{n+1}}\left[\psi(n+1)-\ln s\right].$$

Let $C=-\psi(1)$, so $\psi(2)=1-C$ and $\psi(3)=\frac32-C$. Then

$$\frac{\langle v\ln x\rangle_0}{2Z}=\frac{1-C}2-\frac{1-C-\ln2}8-\frac{\frac32-C-\ln2}{16}
=\frac9{32}+\frac3{16}\ln2-\frac5{16}C .$$

Subtracting $\frac5{16}(\frac32-C)$ cancels $C$ and leaves $-\frac3{16}(1-\ln2)$. Multiplication by $2Z$ and by $-2(Z\alpha)^2$ gives $\delta E_C=\frac34(1-\ln2)Z(Z\alpha)^2$, as before.

**Magnetic part.** To lowest order, the lower component is $(\alpha/2)\,\boldsymbol\sigma\cdot\mathbf p$ acting on the upper one. For a real orbital the convection current vanishes, and the same commutator as in (5) leaves the spin current

$$\mathbf j=\frac\alpha2\,\nabla\times(\rho\boldsymbol\sigma)=\frac\alpha2\,\nabla\rho\times\boldsymbol\sigma .$$

Inserting it in $-\mathbf j_1\cdot\mathbf j_2/r_{12}$ and using rotational symmetry, which again supplies the factor $\frac23$,

$$E_M=-\frac{\alpha^2}4\cdot\frac23\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2
\int\!\!\int\frac{\nabla_1\rho_1\cdot\nabla_2\rho_2}{r_{12}}\,d^3r_1d^3r_2 .$$

Two partial integrations move the gradients onto $1/r_{12}$. Since $\nabla_1\cdot\nabla_2(1/r_{12})=-\nabla_1^2(1/r_{12})=4\pi\delta(\mathbf r_{12})$, the double integral equals $4\pi\int\rho^2d^3r$. With $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$,

$$E_M=2\pi\alpha^2\int\rho^2\,d^3r=2\pi\alpha^2\,\frac{Z^3}{8\pi}=\frac14Z(Z\alpha)^2 .$$

This is the contact energy of two overlapping spin moments. It is positive because the spins form a singlet. Adding both parts to $5Z/8$ gives (1) again.

## A worked case and the reach of the expansion

Take a model ion with $Z=50$. Then $(Z\alpha)^2=0.133128$, $\gamma=0.931059$ and $T=0.386895$. Equation (7) gives

$$E_C=\frac{50}{0.931059}(1-0.386895)=32.925,\qquad
E_M=\frac23(0.133128)(19.5526)=1.735,$$

in hartree, where $19.5526$ bohr$^{-1}$ is $\langle r_</r_>^2\rangle$. The total is $34.660$ hartree, or $943.16$ eV. Magnetism supplies 5.0% of it. The expansion gives

$$50\,[0.625+0.480140\times0.133128]=34.446\ \text{hartree},$$

or $937.32$ eV, which is 0.62% below the closed form.

| $Z$ | Closed form (hartree) | Expansion (hartree) | Error relative to closed form |
|---:|---:|---:|---:|
| 10 | 6.2756 | 6.2756 | −0.001% |
| 20 | 12.7066 | 12.7045 | −0.016% |
| 50 | 34.6605 | 34.4460 | −0.62% |
| 80 | 65.7822 | 63.0909 | −4.1% |

The next coefficient in the bracket of (1) is $0.219653$. At $Z=50$ it contributes $50\times0.219653\times0.133128^2=0.195$ hartree, about 91% of the missing $0.214$ hartree. The positive coefficient explains the sign of the error, and the remainder belongs to still higher orders.

These digits compare two evaluations of one diagram; they do not predict the energy of an ion to that accuracy. Replacing the point charge by a uniformly charged sphere already lowers $E_1$ by about $0.0025$ hartree ($0.07$ eV) at $Z=50$ with an rms radius of $4.65$ fm, and by about $0.06$ hartree ($1.6$ eV) at $Z=80$ with $5.46$ fm. Two-photon exchange is smaller than $E_1$ by a factor of order $1/Z$, but it starts at order $Z^0$ hartree and has not been evaluated here. The numerical output includes an independent quadrature over the four-component spinors, which agrees with (7) at all four charges.

## What each derivation assumes

Both derivations use a point nucleus, a closed 1s shell and a single exchanged photon. Both also need the two orbitals to be degenerate, since this permits the static kernel and makes the current divergence-free. Neither can be carried over unchanged to electrons in shells of different energy.

The first assumes the complete Dirac-Coulomb orbital. It treats $Z\alpha$ without expansion until the end, and (7) therefore remains usable at large $Z$ within the model. It relies on the pure Coulomb potential: a finite nucleus would change the orbital and remove the simple radial integrals.

The second assumes that $Z\alpha$ is small from the outset. Its density correction contains $\ln r$, which comes from the first correction to 1 when the power $r^{2\gamma-2}$ is expanded in $(Z\alpha)^2$. This logarithm grows without limit at the nucleus, but it is integrable with $p_0$, so the first-order energy is finite. Its spin current is likewise a leading-order form. If the complete density were inserted in $\frac\alpha2\nabla\rho\times\boldsymbol\sigma$, the factor $Z$ in (5) would become $Z+(1-\gamma)/r$. At $r\sim1/Z$ this is a relative change of order $(Z\alpha)^2$, beyond the accuracy sought. The contact formula thus gives the magnetic coefficient $\frac14$ correctly but cannot replace (7) at high $Z$.

In return, the second derivation gives a physical reading of the Coulomb and magnetic parts, whose values are the same in both derivations. Of the coefficient $0.480$, the inward shift of the charge accounts for $0.230$ and the contact interaction of the spins for $0.250$.

## Values computed for the example and the checks

```
fine-structure constant: 0.007297353
1 hartree in eV: 27.211386
Series coefficients of E/Z in powers of (Z alpha)^2, hartree:
  order 0, total: 0.625000
  order 1, Coulomb: 0.230140
  order 1, magnetic: 0.250000
  order 1, total: 0.480140
  order 2, total: 0.219653
Worked example, Z = 50
  Z alpha: 0.364868
  (Z alpha)^2: 0.133128
  gamma: 0.931059
  T: 0.386895
  1s energy without rest energy: -1294.6261 hartree
  up-down energy difference, numerical: 0.0e+00 hartree
  <1/r_greater>: 32.925132 bohr^-1
  <r_less/r_greater^2>: 19.552590 bohr^-1
  Coulomb part, closed form: 32.925132 hartree
  magnetic part, closed form: 1.735336 hartree
  Coulomb direct, quadrature: 32.925132 hartree
  Coulomb exchange, quadrature, size: 0.0e+00 hartree
  magnetic direct, quadrature: 0.578445 hartree
  magnetic exchange, quadrature: 1.156891 hartree
  total, closed form: 34.660469 hartree
  total, closed form: 943.159 eV
  total, two-term expansion: 34.446011 hartree
  total, two-term expansion: 937.324 eV
Coulomb-gauge change on shells r = 0.5/Z and 1/Z (Z = 50),
as fractions of the Feynman-gauge magnetic value:
  alpha1.alpha2 piece: -0.500000
  (alpha1.n)(alpha2.n) piece: 0.500000
  size of their sum: 1.2e-12
Z, 5Z/8, expansion, closed form, quadrature (hartree), error (%)
  10    6.25000    6.27557    6.27563    6.27563   -0.0010
  20   12.50000   12.70454   12.70657   12.70657   -0.0159
  50   31.25000   34.44601   34.66047   34.66047   -0.6187
  80   50.00000   63.09086   65.78223   65.78223   -4.0913
```
